# A failing check and its repair

Subject: Logarithmic deflection near classical orbiting: why the inner coefficient is doubled.

```python
# RESULT UNDER TEST
# Classical deflection Theta(b) near the orbiting impact parameter b0, with
# delta = (b - b0)/b0 and a repulsive core inside the centrifugal hilltop r0:
#   delta > 0: Theta =   a ln(delta)   + C_out + O(delta ln delta)
#   delta < 0: Theta = 2 a ln(|delta|) + C_in  + O(delta ln delta)
#   a = [-3 - r0 V''(r0)/V'(r0)]^(-1/2)
# SYMBOLS
# w = 1/r; V = potential as a polynomial in w; E = relative energy;
# P = 1 - V/E; F = P - b^2 w^2 (squared radial speed over squared speed at infinity).
# Reduced units: well depth D = 1, well radius rm = 1, reduced mass = 1.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

W = np.poly1d([1.0, 0.0])
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
FINE_NODES, FINE_WEIGHTS = np.polynomial.legendre.leggauss(200)


def panel_integral(f, low, high, centre, scale):
    """Gauss-Legendre panels that grow geometrically away from a sharp feature."""
    steps = [0.3 * scale]
    while steps[-1] < high - low:
        steps.append(3.0 * steps[-1])
    candidates = [centre] + [centre + s for s in steps] + [centre - s for s in steps]
    edges = np.array(sorted({low, high} | {x for x in candidates if low < x < high}))
    half = 0.5 * np.diff(edges)[:, None]
    middle = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return float(np.sum(half * WEIGHTS * f(middle + half * NODES)))


def orbiting_point(V, E):
    """Inverse radii of hilltop and of the inner maximum of r^2 P, and b0."""
    P = 1 - V / E
    condition = W * P.deriv() - 2 * P
    found = sorted(z.real for z in condition.roots if abs(z.imag) < 1e-9 and z.real > 0)
    polished = []
    for z in found[:2]:
        for _ in range(3):
            z -= condition(z) / condition.deriv()(z)
        polished.append(float(z))
    w0, w_well = polished
    return w0, w_well, float(np.sqrt(P(w0)) / w0)


def log_coefficient(V, w0):
    first, second = V.deriv()(w0), V.deriv(2)(w0)
    dV_dr = -w0**2 * first
    d2V_dr2 = 2 * w0**3 * first + w0**4 * second
    return float((-3 - d2V_dr2 / (w0 * dV_dr)) ** -0.5)


def deflection(V, E, delta):
    """Deflection from its definition, at b = b0 (1 + delta)."""
    w0, w_well, b0 = orbiting_point(V, E)
    b = b0 * (1 + delta)
    F = (1 - V / E) - b * b * W**2
    if delta > 0:
        w_turn = brentq(F, 0.0, w0, xtol=1e-16, rtol=1e-15)
        centre, scale = 0.0, delta**0.25
    else:
        w_turn = brentq(F, w_well, 4.0, xtol=1e-16, rtol=1e-15)
        centre, scale = np.sqrt(w_turn - w0), np.sqrt(-delta)
    Q = np.polydiv(F.coeffs, np.array([-1.0, w_turn]))[0]
    # w = w_turn - t^2 removes the square-root singularity at the turning point
    half_path = panel_integral(lambda t: 2 / np.sqrt(np.polyval(Q, w_turn - t * t)),
                               0.0, float(np.sqrt(w_turn)), float(centre), float(scale))
    return np.pi - 2 * b * half_path


def constants_of_law(V, E):
    """Regularised integrals at b0 and the two additive constants."""
    w0, w_well, b0 = orbiting_point(V, E)
    a = log_coefficient(V, w0)
    F0 = (1 - V / E) - b0**2 * W**2
    w_in = brentq(F0, w_well, 4.0, xtol=1e-16, rtol=1e-15)
    Q = np.polydiv(F0.coeffs, np.array([1.0, -2 * w0, w0**2]))[0]
    R = np.polydiv(Q, np.array([-1.0, w_in]))[0]
    t = 0.5 * (FINE_NODES + 1)
    weight = 0.5 * FINE_WEIGHTS
    w = w0 * t
    K_out = np.sum(w0 * weight * (b0 / np.sqrt(np.polyval(Q, w)) - a) / (w0 - w))
    gap = w_in - w0
    w = w_in - gap * t * t
    regular = 2 * (b0 / np.sqrt(gap * np.polyval(R, w)) - a * t) / (1 - t * t)
    K_in = np.sum(weight * regular) + a * np.log(gap / w0)
    C_out = np.pi + a * np.log(a * a / 2) - 2 * K_out
    C_in = np.pi + 2 * a * np.log(a * a / 2) - 2 * K_out - 2 * K_in
    return a, K_out, K_in, C_out, C_in, w_in


def newton_deflection(V, E, delta, R=60.0):
    """Deflection from integrating the equations of motion in time."""
    b = orbiting_point(V, E)[2] * (1 + delta)
    L = b * np.sqrt(2 * E)
    slope = V.deriv()

    def motion(_, s):
        r, p, _phi = s
        return [p, L * L / r**3 + slope(1 / r) / r**2, L / r**2]

    def leaves(_, s):
        return s[0] - R
    leaves.terminal, leaves.direction = True, 1
    p_start = -np.sqrt(2 * (E - V(1 / R)) - (L / R) ** 2)
    run = solve_ivp(motion, (0, 3000), [R, p_start, 0.0], method="DOP853",
                    rtol=1e-11, atol=1e-12, events=leaves)
    assert run.status == 1
    return np.pi - run.y[2, -1] - 2 * np.arcsin(b / R)


def slope_in_log(theta, sign):
    return (theta(sign * 1e-6) - theta(sign * 1e-7)) / np.log(10)


# ---- example inputs: rough typical values for Al+ on Mg vapour ----
E_eV = 0.10
rm_nm = 0.30
alpha_Mg = 0.011       # nm^3, rough
alpha_Al_ion = 0.004   # nm^3, rough
alpha_quad_Mg = 3.3e-4 # nm^5, rough quadrupole polarizability
ion_Mg, ion_Al, ion_Al_ion = 7.6, 6.0, 19.0  # ionization energies, eV, rough
mass_Al, mass_Mg = 27.0, 24.0                # u
T_vapour = 700.0                             # K
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # eV nm
C4 = 0.5 * alpha_Mg * coulomb
D_eV = C4 / (1.5 * rm_nm**4)
E = E_eV / D_eV
V124 = 0.5 * W**12 - 1.5 * W**4
V126 = W**12 - 2 * W**6

# ---- coefficients, constants and remainder for several cases ----
for V, energy in [(V124, 0.05), (V124, E), (V124, 0.35), (V126, 0.2), (V126, 0.5)]:
    a_case, _, _, c_out, c_in, _ = constants_of_law(V, energy)
    out = slope_in_log(lambda d: deflection(V, energy, d), 1)
    inn = slope_in_log(lambda d: deflection(V, energy, d), -1)
    assert abs(out / a_case - 1) < 1e-3
    assert abs(inn / (2 * a_case) - 1) < 1e-3
    for d in (1e-3, 1e-5, 1e-7):
        bound = 50 * d * abs(np.log(d))
        assert abs(deflection(V, energy, d) - a_case * np.log(d) - c_out) < bound
        assert abs(deflection(V, energy, -d) - 2 * a_case * np.log(d) - c_in) < bound

# ---- quadrature against Newtonian trajectories ----
newton = {d: newton_deflection(V124, E, d) for d in (1e-3, -1e-3)}
for d, value in newton.items():
    assert abs(value - deflection(V124, E, d)) < 1e-4

# ---- cause of doubling: pure r^-4 attraction plus a hard wall ----
# Here P = 1 + w^4, so b0^2 = 2 and the hilltop is at w = 1.
def wall_deflection(delta, w_wall):
    b = np.sqrt(2) * (1 + delta)
    path = panel_integral(lambda w: 1 / np.sqrt(1 + w**4 - b * b * w * w),
                          0.0, w_wall, 1.0, np.sqrt(-delta))
    return np.pi - 2 * b * path

wall_slopes = {w: slope_in_log(lambda d: wall_deflection(d, w), -1) for w in (1.0, 1.5, 4.0)}
assert abs(wall_slopes[1.0] - 1 / np.sqrt(2)) < 1e-3
assert abs(wall_slopes[1.5] - np.sqrt(2)) < 1e-3
assert abs(wall_slopes[4.0] - np.sqrt(2)) < 1e-3

# ---- closed form for the example potential and its highest orbiting energy ----
w0, w_well, b0 = orbiting_point(V124, E)
a, K_out, K_in, C_out, C_in, w_in = constants_of_law(V124, E)
u = w0**8
assert abs(a - np.sqrt((1 - u) / (2 - 10 * u))) < 1e-10
grid = np.linspace(0.01, 1.2, 200001)
E_limit = float(np.max(V124(grid) - 0.5 * grid * V124.deriv()(grid)))
assert abs(E_limit - 1 / np.sqrt(5)) < 1e-8

# ---- coefficient as orbital speed over instability rate ----
L = b0 * np.sqrt(2 * E)
def effective(r):
    return V124(1 / r) + L * L / (2 * r * r)
r0, h = 1 / w0, 1e-3
curvature = (effective(r0 + h) - 2 * effective(r0) + effective(r0 - h)) / h**2
omega, rate = L / r0**2, np.sqrt(-curvature)
assert abs(omega / rate / a - 1) < 1e-4

# ---- spacing of successive full turns ----
turn_ratio = {}
for sign, factor in ((1, 2), (-1, 1)):
    target = deflection(V124, E, sign * 1e-4) - 2 * np.pi
    root = brentq(lambda x: deflection(V124, E, sign * np.exp(x)) - target,
                  np.log(1e-10), np.log(1e-4))
    turn_ratio[sign] = np.exp(root) / 1e-4
    assert abs(turn_ratio[sign] / np.exp(-factor * np.pi / a) - 1) < 0.02

# ---- quantum scale and barrier action just above the orbiting threshold ----
mu = mass_Al * mass_Mg / (mass_Al + mass_Mg) * sc.atomic_mass
k = np.sqrt(2 * mu * E_eV * sc.e) / sc.hbar * rm_nm * 1e-9
l0 = k * b0
dl = 0.1
b_high = b0 * (1 + dl / l0)
barrier = b_high**2 * W**2 - (1 - V124 / E)
w_a = brentq(barrier, 0.0, w0, xtol=1e-15)
w_b = brentq(barrier, w0, w_well, xtol=1e-15)
mid, half = 0.5 * (w_a + w_b), 0.5 * (w_b - w_a)
def action_part(angle):
    w = mid + half * np.sin(angle)
    return np.sqrt(max(barrier(w), 0.0)) / w**2 * half * np.cos(angle)
exponent = 2 * k * quad(action_part, -np.pi / 2, np.pi / 2)[0]
assert abs(exponent / (2 * np.pi * a * dl) - 1) < 0.01

# ---- sizes of neglected effects ----
C6_london = 1.5 * alpha_Mg * alpha_Al_ion * ion_Mg * ion_Al_ion / (ion_Mg + ion_Al_ion)
C6 = C6_london + 0.5 * coulomb * alpha_quad_Mg
V_with6 = V124 - C6 / (D_eV * rm_nm**6) * W**6
w0_6, _, b0_6 = orbiting_point(V_with6, E)
a_6 = log_coefficient(V_with6, w0_6)
kT = sc.k * T_vapour / sc.e
b0_hot = orbiting_point(V124, (E_eV + kT) / D_eV)[2]
r0_nm, b0_nm = r0 * rm_nm, b0 * rm_nm
rate_SI = rate * np.sqrt(D_eV * sc.e / mu) / (rm_nm * 1e-9)

print(f"relative energy E = {E_eV:.2f} eV; well radius rm = {rm_nm:.2f} nm")
print(f"Mg polarizability (rough) = {alpha_Mg:.3f} nm^3; C4 = {C4:.5f} eV nm^4")
print(f"masses Al, Mg = {mass_Al:.0f}, {mass_Mg:.0f} u; reduced = {mu/sc.atomic_mass:.3f} u")
print(f"well depth D = {D_eV:.4f} eV; E/D = {E:.4f}")
print(f"highest orbiting relative energy = {E_limit*D_eV:.4f} eV")
print(f"same limit, Al+ lab energy, Mg at rest = {E_limit*D_eV*(mass_Al+mass_Mg)/mass_Mg:.4f} eV")
print(f"orbit radius r0 = {r0_nm:.4f} nm; u = (rm/r0)^8 = {u:.6f}")
print(f"orbiting impact parameter b0 = {b0_nm:.4f} nm")
print(f"core turning radius at b0 = {rm_nm/w_in:.4f} nm")
print(f"coefficient a = {a:.6f} rad; 2a = {2*a:.6f} rad")
s_out = slope_in_log(lambda d: deflection(V124, E, d), 1)
s_in = slope_in_log(lambda d: deflection(V124, E, d), -1)
print(f"numerical log slope outside, inside = {s_out:.6f}, {s_in:.6f} rad")
print(f"ratio of numerical slopes = {s_in/s_out:.5f}")
print(f"K_out = {K_out:.6f} rad; K_in = {K_in:.6f} rad")
print(f"C_out = {C_out:.6f} rad; C_in = {C_in:.6f} rad")
for d in (1e-1, 1e-2, 1e-3, 1e-4):
    exact_out, exact_in = deflection(V124, E, d), deflection(V124, E, -d)
    print(f"|delta|={d:.0e} outside: Theta={exact_out:.5f}, law={a*np.log(d)+C_out:.5f} rad")
    print(f"|delta|={d:.0e} inside: Theta={exact_in:.5f}, law={2*a*np.log(d)+C_in:.5f} rad")
print(f"Newton trajectory, delta=+1e-3, -1e-3: {newton[1e-3]:.5f}, {newton[-1e-3]:.5f} rad")
print(f"|delta| ratio per extra turn outside: {turn_ratio[1]:.4e}; law {np.exp(-2*np.pi/a):.4e}")
print(f"|delta| ratio per extra turn inside: {turn_ratio[-1]:.4e}; law {np.exp(-np.pi/a):.4e}")
for w, s in wall_slopes.items():
    print(f"r^-4 with hard wall at r/r0={1/w:.3f}: inside slope={s:.5f} rad")
print(f"instability time 1/lambda = {1e12/rate_SI:.4f} ps; omega/lambda = {omega/rate:.5f}")
print(f"angular momentum at b0 = {l0:.2f} hbar; one unit is |delta| = {1/l0:.5f}")
print(f"Theta one unit outside, inside = {deflection(V124,E,1/l0):.4f}, {deflection(V124,E,-1/l0):.4f} rad")
print(f"tunnelling width = {1/(2*np.pi*a):.4f} hbar, or |delta| = {1/(2*np.pi*a*l0):.6f}")
print(f"barrier exponent 0.1 hbar above b0 = {exponent:.5f}; law {2*np.pi*a*dl:.5f}")
print(f"rough Al+ polarizability = {alpha_Al_ion:.3f} nm^3; Mg quadrupole = {alpha_quad_Mg:.1e} nm^5")
print(f"rough ionization energies Mg, Al, Al+ = {ion_Mg:.1f}, {ion_Al:.1f}, {ion_Al_ion:.1f} eV")
print(f"neglected C6 = {C6:.3e} eV nm^6; r^-6/r^-4 energy at r0 = {C6/(C4*r0_nm**2):.3f}")
print(f"with r^-6 term: a = {a_6:.4f} rad; b0 = {b0_6*rm_nm:.4f} nm")
print(f"vapour temperature = {T_vapour:.0f} K; kT = {kT:.4f} eV")
print(f"relative change of b0 when E rises by kT = {b0_hot/b0-1:.4f}")
print(f"charge-transfer gap = {ion_Mg-ion_Al:.1f} eV; E + D = {E_eV+D_eV:.3f} eV")
print("finished without a failed check")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 196, in <module>
    barrier = b_high**2 * W**2 - (1 - V124 / E)
              ~~~~~~~~~~~~~~~~~^~~~~~~~~~~~~~~~
ValueError: operands could not be broadcast together with shapes (3,) (13,)
```

Diagnosis: The fault was in the program, not in the physics. `b_high` was a NumPy scalar, and a NumPy scalar multiplied from the left into a `poly1d` object gives a bare coefficient array, which cannot be combined with the degree-12 polynomial. Every product of a number with a power of `W` now has the polynomial on the left, so it stays a polynomial; this cures the failing line and guards the similar ones. No tested quantity, case or tolerance has changed.

Repair:

```diff
@@ -9,4 +9,5 @@
 # P = 1 - V/E; F = P - b^2 w^2 (squared radial speed over squared speed at infinity).
 # Reduced units: well depth D = 1, well radius rm = 1, reduced mass = 1.
+# Polynomials stand to the left of numbers in products, so that they stay polynomials.
 import numpy as np
 from scipy import constants as sc
@@ -34,5 +35,5 @@
     """Inverse radii of hilltop and of the inner maximum of r^2 P, and b0."""
     P = 1 - V / E
-    condition = W * P.deriv() - 2 * P
+    condition = W * P.deriv() - P * 2
     found = sorted(z.real for z in condition.roots if abs(z.imag) < 1e-9 and z.real > 0)
     polished = []
@@ -54,7 +55,8 @@
 def deflection(V, E, delta):
     """Deflection from its definition, at b = b0 (1 + delta)."""
+    delta = float(delta)
     w0, w_well, b0 = orbiting_point(V, E)
     b = b0 * (1 + delta)
-    F = (1 - V / E) - b * b * W**2
+    F = (1 - V / E) - W**2 * b**2
     if delta > 0:
         w_turn = brentq(F, 0.0, w0, xtol=1e-16, rtol=1e-15)
@@ -74,5 +76,5 @@
     w0, w_well, b0 = orbiting_point(V, E)
     a = log_coefficient(V, w0)
-    F0 = (1 - V / E) - b0**2 * W**2
+    F0 = (1 - V / E) - W**2 * b0**2
     w_in = brentq(F0, w_well, 4.0, xtol=1e-16, rtol=1e-15)
     Q = np.polydiv(F0.coeffs, np.array([1.0, -2 * w0, w0**2]))[0]
@@ -128,6 +130,6 @@
 D_eV = C4 / (1.5 * rm_nm**4)
 E = E_eV / D_eV
-V124 = 0.5 * W**12 - 1.5 * W**4
-V126 = W**12 - 2 * W**6
+V124 = W**12 * 0.5 - W**4 * 1.5
+V126 = W**12 - W**6 * 2
 
 # ---- coefficients, constants and remainder for several cases ----
@@ -190,9 +192,9 @@
 # ---- quantum scale and barrier action just above the orbiting threshold ----
 mu = mass_Al * mass_Mg / (mass_Al + mass_Mg) * sc.atomic_mass
-k = np.sqrt(2 * mu * E_eV * sc.e) / sc.hbar * rm_nm * 1e-9
+k = float(np.sqrt(2 * mu * E_eV * sc.e) / sc.hbar * rm_nm * 1e-9)
 l0 = k * b0
 dl = 0.1
 b_high = b0 * (1 + dl / l0)
-barrier = b_high**2 * W**2 - (1 - V124 / E)
+barrier = W**2 * b_high**2 - (1 - V124 / E)
 w_a = brentq(barrier, 0.0, w0, xtol=1e-15)
 w_b = brentq(barrier, w0, w_well, xtol=1e-15)
@@ -207,5 +209,5 @@
 C6_london = 1.5 * alpha_Mg * alpha_Al_ion * ion_Mg * ion_Al_ion / (ion_Mg + ion_Al_ion)
 C6 = C6_london + 0.5 * coulomb * alpha_quad_Mg
-V_with6 = V124 - C6 / (D_eV * rm_nm**6) * W**6
+V_with6 = V124 - W**6 * (C6 / (D_eV * rm_nm**6))
 w0_6, _, b0_6 = orbiting_point(V_with6, E)
 a_6 = log_coefficient(V_with6, w0_6)
```

After the repair:

```
relative energy E = 0.10 eV; well radius rm = 0.30 nm
Mg polarizability (rough) = 0.011 nm^3; C4 = 0.00792 eV nm^4
masses Al, Mg = 27, 24 u; reduced = 12.706 u
well depth D = 0.6518 eV; E/D = 0.1534
highest orbiting relative energy = 0.2915 eV
same limit, Al+ lab energy, Mg at rest = 0.6195 eV
orbit radius r0 = 0.5281 nm; u = (rm/r0)^8 = 0.010849
orbiting impact parameter b0 = 0.7496 nm
core turning radius at b0 = 0.2846 nm
coefficient a = 0.723148 rad; 2a = 1.446295 rad
numerical log slope outside, inside = 0.723143, 1.446304 rad
ratio of numerical slopes = 2.00002
K_out = 0.466711 rad; K_in = -0.099127 rad
C_out = 1.238118 rad; C_in = 0.466319 rad
|delta|=1e-01 outside: Theta=-0.71359, law=-0.42699 rad
|delta|=1e-01 inside: Theta=-2.40745, law=-2.86390 rad
|delta|=1e-02 outside: Theta=-2.13748, law=-2.09210 rad
|delta|=1e-02 inside: Theta=-6.11355, law=-6.19412 rad
|delta|=1e-03 outside: Theta=-3.76348, law=-3.75721 rad
|delta|=1e-03 inside: Theta=-9.51269, law=-9.52433 rad
|delta|=1e-04 outside: Theta=-5.42312, law=-5.42232 rad
|delta|=1e-04 inside: Theta=-12.85303, law=-12.85455 rad
Newton trajectory, delta=+1e-3, -1e-3: -3.76348, -9.51269 rad
|delta| ratio per extra turn outside: 1.6830e-04; law 1.6849e-04
|delta| ratio per extra turn inside: 1.2994e-02; law 1.2980e-02
r^-4 with hard wall at r/r0=1.000: inside slope=0.70711 rad
r^-4 with hard wall at r/r0=0.667: inside slope=1.41422 rad
r^-4 with hard wall at r/r0=0.250: inside slope=1.41422 rad
instability time 1/lambda = 0.2183 ps; omega/lambda = 0.72315
angular momentum at b0 = 184.81 hbar; one unit is |delta| = 0.00541
Theta one unit outside, inside = -2.5633, -7.0336 rad
tunnelling width = 0.2201 hbar, or |delta| = 0.001191
barrier exponent 0.1 hbar above b0 = 0.45450; law 0.45437
rough Al+ polarizability = 0.004 nm^3; Mg quadrupole = 3.3e-04 nm^5
rough ionization energies Mg, Al, Al+ = 7.6, 6.0, 19.0 eV
neglected C6 = 5.959e-04 eV nm^6; r^-6/r^-4 energy at r0 = 0.270
with r^-6 term: a = 0.6359 rad; b0 = 0.7900 nm
vapour temperature = 700 K; kT = 0.0603 eV
relative change of b0 when E rises by kT = -0.1126
charge-transfer gap = 1.6 eV; E + D = 0.752 eV
finished without a failed check
```
